# Comment on NIEL Scaling of Effective Doping in Silicon Detectors

## The argument under comment

The argument runs as follows. A fast particle damages silicon by displacing atoms. The nonionizing energy loss, NIEL, measures the energy available for displacement. Two irradiations with equal NIEL therefore create equal damage, and two identical detectors must degrade equally. The leakage current of hadron-irradiated detectors, which follows NIEL approximately, is offered as confirmation.

The first two statements are acceptable, but the conclusion does not follow. NIEL is one integral over the recoil spectrum, whereas effective doping depends on which defects survive, what they react with, and what charge they carry. The agreement of leakage current concerns a different response and cannot settle the matter.

I ask for two corrections: a condition under which a damage yield scales with NIEL, and an analysis of doping that keeps the recoil spectrum and the oxygen concentration. Both are supplied below. The defect model is deliberately small. It shows how the inference fails and does not identify all the defects in a real detector.

## When does a yield follow NIEL?

Let $d\sigma/dT$ be the cross-section for producing a silicon recoil of energy $T$, and $E_d(T)$ the part of $T$ that goes into atomic displacement. The damage cross-section is

$$D=\int \frac{d\sigma}{dT}E_d(T)\,dT .$$

At fluence $\Phi$ and atomic density $n_{\rm Si}$, the deposited damage energy per volume is $n_{\rm Si}\Phi D$. A defect produced independently by each recoil, with mean yield $q(T)$, has concentration $n_{\rm Si}\Phi Q$, where

$$Q=\int \frac{d\sigma}{dT}q(T)\,dT .$$

If $q=cE_d$ with constant $c$, then $Q=cD$ for every spectrum. For the converse, take two narrow spectra at $T_1$ and $T_2$, with total cross-sections $\sigma_1,\sigma_2$ chosen so that $\sigma_1E_d(T_1)=\sigma_2E_d(T_2)$. Universal NIEL scaling then requires $\sigma_1q(T_1)=\sigma_2q(T_2)$. Dividing the second equality by the first gives

$$\frac{q(T_1)}{E_d(T_1)}=\frac{q(T_2)}{E_d(T_2)} .$$

Since $T_1$ and $T_2$ are arbitrary, $q$ must be proportional to $E_d$. Two particular spectra may still agree by coincidence.

The condition covers first-order yields in a fixed material. If defects from different recoils react with each other, the yield is in general not linear in fluence. If they react with an impurity, its concentration is a further variable. NIEL contains neither piece of information.

## Equal energy, different recoils

Compare 10 MeV protons with 1 MeV neutrons. For the protons I keep Coulomb scattering alone. Let $m,M$ be the projectile and silicon masses, $E$ the projectile energy, $v$ its speed, $\mu=mM/(m+M)$, and let $e^2$ include $1/(4\pi\epsilon_0)$. The momentum transfer at centre-of-mass angle $\theta$ is $2\mu v\sin(\theta/2)$. It also equals the time integral of the force along the symmetry axis of the orbit. With $\varphi$ measured from that axis, angular momentum gives $dt=r^2d\varphi/(vb)$, so

$$2\mu v\sin\frac\theta2=\frac{Ze^2}{vb}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\varphi\,d\varphi
=\frac{2Ze^2}{vb}\cos\frac\theta2 .$$

Hence $b=(d_0/2)\cot(\theta/2)$, where $d_0=2Ze^2/(\mu v^2)$. The recoil energy is the squared momentum transfer over $2M$:

$$T=T_{\max}\sin^2\frac\theta2,\qquad
T_{\max}=\frac{4mM}{(m+M)^2}E .$$

Recoils above $T$ come from smaller impact parameters, so

$$\sigma(>T)=\pi b^2=\frac{\pi d_0^2}{4}\left(\frac{T_{\max}}T-1\right).$$

Taking minus the derivative, and inserting $d_0=Ze^2(m+M)/(ME)$, gives

$$\frac{d\sigma_p}{dT}=\frac{\pi d_0^2T_{\max}}{4T^2}
=\frac{\pi(Ze^2)^2m}{ME\,T^2}.$$

For neutrons I assume isotropic elastic scattering in the centre-of-mass frame. Then $T=T_{\max}(1-\cos\theta)/2$, and a uniform distribution of $\cos\theta$ gives a uniform distribution of $T$. The maximum recoils are 1337 keV for the protons and 134 keV for the neutrons. The proton spectrum reaches higher, yet its $T^{-2}$ weight favours soft recoils.

Take a displacement threshold $E_{\rm th}=25$ eV and call recoils below $T_c=5$ keV soft. If all recoil energy caused displacement, the soft shares of damage energy would be

$$F_p^{(0)}=\frac{\int_{E_{\rm th}}^{T_c}dT/T}{\int_{E_{\rm th}}^{T_{\max}}dT/T}
=\frac{\ln(T_c/E_{\rm th})}{\ln(T_{\max}/E_{\rm th})},$$

$$F_n^{(0)}=\frac{\int_{E_{\rm th}}^{T_c}T\,dT}{\int_{E_{\rm th}}^{T_{\max}}T\,dT}
=\frac{T_c^2-E_{\rm th}^2}{T_{\max}^2-E_{\rm th}^2}.$$

These are 0.487 and 0.0014. Electronic losses are included through the Robinson fit to the Lindhard partition, an input here:

$$E_d=\frac{T}{1+kg(\varepsilon)},\quad
g=3.4008\,\varepsilon^{1/6}+0.40244\,\varepsilon^{3/4}+\varepsilon,$$

with $k=0.1337Z^{1/6}(Z/A)^{1/2}$ and $\varepsilon=T/(2\sqrt2\,Z^{7/3}\,30.724\ {\rm eV})$. Since $g$ grows with $T$, hard recoils lose the larger fraction to electrons, and both soft shares rise: $F_p=0.616$ and $F_n=0.0020$.

The number of displacements hardly reveals this difference. The stepwise NRT count assigns no pair for $E_d<E_{\rm th}$, one pair up to $2.5E_{\rm th}$, and $0.4E_d/E_{\rm th}$ above. At equal damage energy it gives 1.057 times as many pairs for protons as for neutrons. The excess comes from the steps near threshold, where the count is not proportional to $E_d$. Below I use the proportional count for both beams. The neglected difference matters more than 6% suggests, because the extra pairs come from soft recoils: keeping them would raise the charged acceptors computed below for protons in standard material by about 12%.

## What oxygen does to the survivors

Most vacancies recombine. Let $\eta$ be the surviving fraction, and $\chi$ the fraction of survivors from hard recoils that escape as isolated vacancies. All survivors from soft recoils are taken as isolated. Then

$$s=\eta N_{\rm pair}[F+\chi(1-F)],\qquad
N_{\rm pair}=\frac{0.4\,n_{\rm Si}\Phi D}{E_{\rm th}} .$$

Here $s$ is the concentration of isolated vacancies captured during the irradiation. Consider two captures,

$$V+O\rightarrow VO,\qquad V+VO\rightarrow V_2O .$$

Let $x,y,z$ be the concentrations of O, VO and V$_2$O, and $r$ the capture coefficient of VO relative to that of O. If free vacancies are captured quickly and uniformly mixed, each goes to O with probability $x/(x+ry)$ and to VO with probability $ry/(x+ry)$:

$$\frac{dx}{ds}=-\frac{x}{x+ry},\quad
\frac{dy}{ds}=\frac{x-ry}{x+ry},\quad
\frac{dz}{ds}=\frac{ry}{x+ry}.$$

Dividing the second equation by the first removes $s$:

$$\frac{dy}{dx}=-1+\frac{ry}{x}
\quad\Longrightarrow\quad
\frac{d}{dx}(yx^{-r})=-x^{-r}.$$

Integrate from the initial state $x=O_0$, $y=0$ and set $u=x/O_0$:

$$y=O_0\frac{u-u^r}{r-1}\quad(r\ne1),\qquad
y=-O_0u\ln u\quad(r=1).$$

The second form is the limit of the first, because $u^r=u[1+(r-1)\ln u+\cdots]$. Conservation of oxygen and of vacancies completes the solution:

$$z=O_0(1-u)-y,\qquad s=y+2z .$$

Now let little oxygen be consumed, $u=1-\delta$ with $\delta\ll1$. Expanding $u^r$ to second order gives $y/O_0=\delta-r\delta^2/2$. Hence $z/O_0=r\delta^2/2$, and to first order $\delta=s/O_0$. Therefore

$$[V_2O]\simeq\frac{rs^2}{2O_0}.$$

A V$_2$O centre needs two captures, which gives the square. More oxygen intercepts vacancies before they find a VO, which gives the inverse dependence on $O_0$.

The assumption of quick capture was tested by integrating the time-dependent reactions, free vacancies included, for a one-hour irradiation with oxygen capture coefficient $10^{-15}$ cm$^3$/s. VO and V$_2$O agreed with the closed solution within 0.1%, both for two cases of the example below and for $s=0.8\,O_0$ with $O_0=10^{16}$ cm$^{-3}$ and $r=0.5$ or 2.

## From defects to space charge

Apart from defects that capture a donor, a defect changes the doping only if it is charged in the depleted detector. For an acceptor at energy $E_t$, let $c_n,c_p$ be its electron and hole capture coefficients and $E_i$ the intrinsic level. In equilibrium, capture and emission of electrons balance, $e_nf=c_nn(1-f)$. With $n=n_ie^{(E_F-E_i)/kT}$ and $f/(1-f)=e^{(E_F-E_t)/kT}$, ignoring level degeneracy,

$$e_n=c_nn_ie^{(E_t-E_i)/kT},\qquad
e_p=c_pn_ie^{-(E_t-E_i)/kT},$$

where the second result follows in the same way from hole balance. In depletion the free carriers are swept out and emission remains. The steady state $e_nf=e_p(1-f)$ gives the negatively charged fraction

$$f=\left[1+\frac{c_n}{c_p}e^{2(E_t-E_i)/kT}\right]^{-1}.$$

For VO, a level 0.39 eV above $E_i$ with $c_n=c_p$ gives $f=4\times10^{-14}$ at 293 K, so VO is neutral for this purpose. For V$_2$O I choose a level 0.01 eV above $E_i$ and $c_p/c_n=20$, which gives $f=0.90$. The reaction thus turns a neutral centre into a negatively charged one.

Hard recoils also make clusters. I represent them by a charged-acceptor yield $g_c$ per unit equivalent fluence, scaled by the hard share and taken as independent of oxygen. With initial donors $N_D$,

$$N_{\rm eff}=N_D-g_c\Phi(1-F)-f[V_2O].$$

Uniform space charge gives a field that rises linearly from zero at the edge of the depleted layer to $q|N_{\rm eff}|d/\epsilon$ across the full thickness $d$. The area of this triangle is the depletion voltage,

$$V_{\rm dep}=\frac{q|N_{\rm eff}|d^2}{2\epsilon}.$$

## Four detectors at one NIEL dose

Take a 300 µm n-type detector with $N_D=5\times10^{11}$ cm$^{-3}$, which depletes at 34.8 V before irradiation. The equivalent fluence is $\Phi=10^{14}$ cm$^{-2}$ for both beams. By the convention $D=95$ MeV mb per equivalent neutron, the damage energy is $4.75\times10^{17}$ eV/cm$^3$. The Coulomb damage cross-section of the protons is 318 MeV mb, so their actual fluence is smaller by $318/95=3.35$, or $2.98\times10^{13}$ cm$^{-2}$. The third digit belongs to the model: the relativistic proton speed raises the cross-section by 1.6%, and a threshold of 21 or 35 eV changes it to 325 or 305 MeV mb.

The remaining round parameters are $\eta=0.04$, $\chi=0.20$, $r=1$ and $g_c=0.02$ cm$^{-1}$, the same in all four cases. The pair concentration is $0.4(4.746\times10^{17})/25=7.59\times10^{15}$ cm$^{-3}$. For protons,

$$s_p=0.04(7.59\times10^{15})[0.616+0.20(0.384)]
=2.1\times10^{14}\ {\rm cm^{-3}},$$

and likewise $s_n=6.1\times10^{13}$ cm$^{-3}$. Standard material has $O_0=10^{16}$ cm$^{-3}$ and enriched material $2\times10^{17}$ cm$^{-3}$. For protons in standard material V$_2$O is $2.19\times10^{12}$ cm$^{-3}$, and the acceptors amount to

$$0.02(10^{14})(0.384)+0.90(2.19\times10^{12})
=2.74\times10^{12}\ {\rm cm^{-3}}.$$

Subtracting them from the donors gives $N_{\rm eff}=-2.24\times10^{12}$ cm$^{-3}$. The four cases are:

| Oxygen, beam | Acceptors ($10^{12}$ cm$^{-3}$) | $V_{\rm dep}$ (V) |
|---|---:|---:|
| Standard, proton | 2.74 | 156 |
| Standard, neutron | 2.16 | 116 |
| Enriched, proton | 0.87 | 26 |
| Enriched, neutron | 2.00 | 105 |

The space charge is negative in all four. Enrichment divides the acceptors by 3.2 after protons and by 1.08 after neutrons. The voltage falls by a larger factor after protons because the fixed donors cancel much of the small remainder.

The origin of the neutron result must be stated fairly. Its dominant cluster term was assumed independent of oxygen. What the reaction analysis adds is that, with uniform mixing, the oxygen-sensitive remainder is small, because few isolated vacancies are available and V$_2$O varies as their square.

## Agreement at one oxygen concentration proves little

The beams change rank between the two materials, so they must agree somewhere between. Equating their acceptor concentrations in the low-dose form gives

$$g_c\Phi(F_p-F_n)=\frac{fr(s_p^2-s_n^2)}{2O_*},$$

$$O_*=\frac{fr(s_p^2-s_n^2)}{2g_c\Phi(F_p-F_n)}
\simeq1.5\times10^{16}\ {\rm cm^{-3}}.$$

An experiment at this concentration would seem to confirm NIEL scaling of doping, although the defects behind the two equal numbers differ. Since $s\propto\Phi$, $O_*$ grows in proportion to fluence, and the agreement is lost when the fluence changes. Standard material lies close to $O_*$, so the order of its two rows is not robust.

Two limits of the uniformly mixed model clarify the rest; vacancy pairs from one recoil, treated in the next section, modify both. For abundant oxygen V$_2$O vanishes, and the ratio of proton to neutron acceptors tends to $(1-F_p)/(1-F_n)=0.38$: more oxygen does not restore equality. At low fluence V$_2$O falls as $\Phi^2$ and the cluster term as $\Phi$, so in this model the benefit of oxygen disappears.

## How far the numbers can be trusted

A large error in the reaction model comes from uniform mixing, because two vacancies from the same recoil start close together. Let $R$ be the capture radius, equal for O and VO as in the example, and $D_V$ the vacancy diffusivity, so that the capture coefficient is $4\pi RD_V$. From a point source, the time-integrated vacancy concentration obeys

$$D_V\nabla^2C-4\pi RD_VO_0C=-\delta(\mathbf r),\qquad
C=\frac{e^{-r/L}}{4\pi D_Vr},$$

with $L=(4\pi RO_0)^{-1/2}$ and $r$ now a distance. The first vacancy is captured by oxygen at distance $r$ with density $4\pi RD_VO_0C=e^{-r/L}/(4\pi L^2r)$. A VO there captures the second with probability $4\pi RD_VC=Re^{-r/L}/r$, if $R\ll L$. Averaging,

$$P=\int_0^\infty4\pi r^2\,
\frac{e^{-r/L}}{4\pi L^2r}\,
\frac{Re^{-r/L}}r\,dr
=\frac R{L^2}\int_0^\infty e^{-2r/L}dr=\frac R{2L}.$$

If both are released together, either may be captured first. Each order contributes half of this integral, so the sum is unchanged. Direct pairing of the two vacancies into V$_2$, which is likely when they start very close together, is left out. It is not rare: with the same capture radius, two vacancies each spread over 5 nm (rms along each axis) pair directly with probability about 0.05, against 0.002 to 0.006 for forming V$_2$O. For release from one point direct pairing would dominate, so the point-release numbers below are upper estimates of the same-recoil V$_2$O.

With $R=0.5$ nm, $L$ is 126 nm in standard and 28 nm in enriched material. Let the number of survivors from one recoil be Poisson distributed with mean $0.4\,\eta E_d/E_{\rm th}$. A surviving vacancy from a soft proton recoil then has on average $(0.4\,\eta/E_{\rm th})\langle E_d^2\rangle/\langle E_d\rangle=0.43$ surviving companions, with averages over the soft proton spectrum. (The stepwise pair count with independent survival would give 0.36; I keep 0.43.) Each pair contains two vacancies, hence 0.215 pairs per vacancy. The extra V$_2$O is $8\times10^{10}$ cm$^{-3}$ in standard and $3.6\times10^{11}$ cm$^{-3}$ in enriched material. It grows with oxygen, because the first vacancy is fixed nearer to its companion. The proton reduction factor drops from 3.2 to 2.4, and the enriched proton voltage rises from 26 V to about 48 V. The corresponding pairs from hard recoils are counted in $g_c$, whose independence of oxygen is thereby an approximation. It is not a negligible one: an isolated vacancy from a hard recoil has about five such companions. If $g_c$ is fixed in standard material and the change of these pairs with oxygen is added, the reduction factors become 1.8 for protons and 0.7 for neutrons when the vacancies start from one point, and 2.3 and 1.0 when those from hard recoils start spread over 20 nm (rms along each axis) and those from soft recoils still start from one point. The proton factor remains the larger, but the oxygen effect after neutrons depends on the starting positions: it ranges from almost none to a clear increase of the acceptors.

The division between soft and hard recoils is also a choice. With $T_c=2$, 5 or 10 keV and $\chi=0.1$, 0.2 or 0.4, the reduction factor with uniform mixing runs from 2.2 to 4.4 for protons and from 1.02 to 1.32 for neutrons. In each of the nine combinations the proton factor is the larger. This order survives when same-recoil pairs are included, but the proton factor can then fall to 1.1 if the vacancies start from one point. The capture ratio matters too: with uniform mixing, $r=0.5$ or 2 changes the proton factor from 3.2 to 2.2 or 4.8. So does the threshold: at fixed $\eta$, $E_{\rm th}=21$ or 35 eV gives 4.0 or 2.1, mainly because $N_{\rm pair}\propto1/E_{\rm th}$.

Smaller effects were sized as well. Interstitials that undo VO and V$_2$O, competing with $10^{16}$ cm$^{-3}$ of carbon, together with vacancy capture by donors, lower V$_2$O by 1.4% for protons in standard material, with all capture coefficients taken equal. With less carbon the loss is larger: 4.5% at $3\times10^{15}$ and 13% at $10^{15}$ cm$^{-3}$. Cooling to 253 K changes $f$ from 0.90 to 0.89. The carriers of a leakage current of rough size change it to about 0.88 in a detector biased 200 V above depletion. At the depletion voltage itself the field is weaker and the holes are slower and denser, so the average falls to about 0.8, and to about 0.65 in the enriched proton case. This last effect is not small for the voltages. The table uses $f=0.90$, but $f$ is lowest on the low-field side, whose charge weighs most in the voltage. The standard proton entry would fall from 156 V to roughly 125 V, and the enriched proton entry from 26 V to about 23 V. Forward-peaked neutron scattering with mean cosine 0.2 raises $F_n$ to 0.004, still far below $F_p$.

## Relation to real detectors

The observed pattern is that oxygen enrichment reduces the growth of negative space charge clearly after charged-hadron irradiation and much less after reactor-neutron irradiation. The uniformly mixed model reproduces this contrast, but that does not establish V$_2$O as its cause. Hadron data are nearly linear in fluence, whereas doubling the fluence here multiplies V$_2$O by 3.9 in the standard proton case, and the total acceptors by 3.4. In enriched material, where clusters dominate, the acceptors rise by only 2.2 after protons. In oxygen-rich silicon the positive space charge can also grow during proton irradiation, which a model without radiation-induced donors cannot give. In the enriched proton case with uniform mixing, a donor introduction rate of 0.0037 cm$^{-1}$, per unit equivalent fluence, would cancel the negative charge. With the same-recoil pairs included, the rate needed is 0.007 to 0.011 cm$^{-1}$.

The isolated-vacancy rate $s_p/\Phi=2.1$ cm$^{-1}$ is high beside a rough measured scale of 1 cm$^{-1}$ for VO. Halving $s_p$ quarters V$_2$O and lowers the proton reduction factor from 3.2 to about 1.6. Real detectors also lose donors faster than the 2% captured here. Losing all of them would add 34.8 V to every irradiated entry of the table.

Pure Coulomb scattering is a further idealization. About 12% of the Coulomb damage energy comes from approaches closer than 5 fm, where nuclear forces matter. Protons of much higher energy produce more hard nuclear recoils. If half of the damage energy had the neutron spectrum, the reduction factor would be 1.55 with uniform mixing, and about 1.0 with same-recoil pairs included and released from one point, so "charged hadron" is not itself a sufficient description. Damage was also taken as uniform in depth. With the equivalent fluence defined at the entrance face, slowing would raise the mean proton acceptors in standard material by about 30%, because a 10 MeV proton keeps little more than 7 MeV after 300 µm. Long-term annealing, which changes the defect population again, is outside the calculation.

## Requested revision

The claim should read: an equal NIEL dose, the product of NIEL and fluence, means equal displacement energy, and it predicts equal first-order yields for responses proportional to that energy in the same material and thermal history. For effective doping, the particle type and energy, the oxygen concentration and the annealing state must be given as well. A hardness factor obtained from leakage current should not be used to predict depletion voltage unless doping data for that material and beam support it. The numerical output below lists the values behind the four cases and several, but not all, of the error estimates.

## Values computed for the example and the checks

```
Equivalent fluence: 1.00e+14 cm^-2
Proton, neutron energy: 10, 1 MeV
Maximum recoil p, n: 1337.0, 133.9 keV
Displacement threshold: 25 eV
Cluster boundary: 5.0 keV
NIEL reference: 95 MeV mb
Coulomb proton damage: 318.4 MeV mb
Proton hardness: 3.352
Actual proton fluence: 2.983e+13 cm^-2
Mean neutron damage energy: 34.08 keV
Soft share p, n: 0.6164, 0.00204
No-partition shares p, n: 0.4867, 0.00140
Pair-count ratio p/n at equal NIEL: 1.0569
Damage energy density: 4.746e+17 eV/cm3
Initial pairs: 7.594e+15 cm^-3
Vacancy survival: 0.04
Isolated share from hard recoils: 0.20
Isolated vacancies p, n: 2.105e+14, 6.125e+13 cm^-3
Cluster acceptor yield: 0.020 cm^-1
V2O charge fraction at 293 K: 0.9006
V2O charge fraction at 253 K: 0.8888
VO charge fraction: 3.89e-14
Thickness: 300 um
Initial donors: 5.00e+11 cm^-3
Initial depletion voltage: 34.8 V
Oxygen, standard: 1.00e+16 cm^-3
standard proton V2O, acceptors: 2.186e+12, 2.736e+12 cm^-3
standard proton Neff: -2.236e+12 cm^-3; Vdep: 155.6 V
standard neutron V2O, acceptors: 1.868e+11, 2.164e+12 cm^-3
standard neutron Neff: -1.664e+12 cm^-3; Vdep: 115.8 V
Oxygen, enriched: 2.00e+17 cm^-3
enriched proton V2O, acceptors: 1.107e+11, 8.669e+11 cm^-3
enriched proton Neff: -3.669e+11 cm^-3; Vdep: 25.5 V
enriched neutron V2O, acceptors: 9.376e+09, 2.004e+12 cm^-3
enriched neutron Neff: -1.504e+12 cm^-3; Vdep: 104.7 V
Oxygen reduction factor p, n: 3.156, 1.080
Proton factor range: 2.22 to 4.35
Neutron factor range: 1.02 to 1.32
Factor, half neutron-like damage: 1.550
V2O ratio on doubling fluence: 3.946
Quadratic V2O estimate: 2.217e+12 cm^-3
Same-recoil companions: 0.430
Capture length std, enriched: 126.2, 28.2 nm
Same-recoil V2O std, enriched: 7.97e+10, 3.57e+11 cm^-3
Proton factor with same-recoil V2O: 2.363
V2O change, extra reactions: -1.40 %
Donors captured by vacancies: 2.08 %
Coulomb damage inside 5 fm: 11.8 %
Neutron soft share, mean cosine 0.2: 0.00386
Charge fraction with leakage holes: 0.8755
Largest field at depletion: 1.04e+04 V/cm
Donor rate for zero enriched proton Neff: 0.00367 cm^-1
```
